**Silicon X level in the Vogl sp³s\* model, with and without s\***

The program finds the lowest conduction level at X to be 1.630 eV with the s\* orbital and 5.205 eV when s\* is deleted with all other parameters fixed, a lowering of 3.575 eV. Es, Ep and Ex are the on-site energies of s, p and s\*, and V and W are the s–p and s\*–p Vogl elements. It asserts that the closed formula without s\* and the cubic root with s\* agree with Bloch matrices assembled from Slater-Koster bonds. It also asserts that each level occurs six times in a real-space eight-atom cubic cell, as the three doubly degenerate X points require. Further assertions show that the level falls steadily as W is switched on, returns to its s\*-free value when s\* is sent far up, and rises when s\* is placed at −20 eV. The output puts the Δ minimum at 1.171 eV and 0.731 of the way to X. It also shows a transverse valley mass of about 1.6 m0, more than eight times the rough silicon value, which limits the model's use for confined channels.

## Numerical verification

```python
"""Silicon X conduction level in the nearest-neighbour Vogl sp3s* model.

Result under test: at X the lowest conduction level E solves
    E - Ep = V^2/(E - Es) + W^2/(E - Ex)      (middle root),
and without s* it is (Es+Ep)/2 + sqrt(((Ep-Es)/2)^2 + V^2).
Es, Ep, Ex: on-site energies of s, p, s*; V, W: s-p and s*-p Vogl elements.
Vogl elements are four times the bond elements. Energies are in eV, with
zero at the valence top; k is in units of 2 pi/a and positions in units of a.
The independent road is a real-space eight-atom cell and Bloch matrices
assembled from Slater-Koster bonds.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

VOGL = dict(Es=-4.2000, Ep=1.7150, Ex=6.6850, Vss=-8.3000, Vxx=1.7150,
            Vxy=4.5750, V=5.7292, W=5.3749)
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 4
GAMMA, X = np.zeros(3), np.array([1.0, 0, 0])
L = np.array([0.5, 0.5, 0.5])


def bond_block(bond, p):
    """Slater-Koster block; orbital order s, px, py, pz, s*."""
    u = bond / np.linalg.norm(bond)
    sp_sigma = np.sqrt(3) * p["V"] / 4
    xp_sigma = np.sqrt(3) * p["W"] / 4
    pp_sigma = (p["Vxx"] + 2 * p["Vxy"]) / 4
    pp_pi = (p["Vxx"] - p["Vxy"]) / 4
    t = np.zeros((5, 5))
    t[0, 0] = p["Vss"] / 4
    t[0, 1:4], t[1:4, 0] = sp_sigma * u, -sp_sigma * u
    t[4, 1:4], t[1:4, 4] = xp_sigma * u, -xp_sigma * u
    t[1:4, 1:4] = pp_pi * np.eye(3) + (pp_sigma - pp_pi) * np.outer(u, u)
    return t


def onsite(p):
    return np.diag([p["Es"], p["Ep"], p["Ep"], p["Ep"], p["Ex"]])


def bloch(k, n_orb=5, p=VOGL, direction=None, order=0):
    """Bloch matrix, or its derivative of given order along direction."""
    h = np.zeros((10, 10), complex)
    for bond in BONDS:
        factor = np.exp(2j * np.pi * np.dot(k, bond))
        if order:
            factor *= (2j * np.pi * np.dot(direction, bond)) ** order
        h[:5, 5:] += factor * bond_block(bond, p)
    h[5:, :5] = h[:5, 5:].conj().T
    if order == 0:
        h[:5, :5] = h[5:, 5:] = onsite(p)
    keep = [5 * atom + orb for atom in range(2) for orb in range(n_orb)]
    return h[np.ix_(keep, keep)]


def levels(k, n_orb=5, p=VOGL):
    return np.linalg.eigvalsh(bloch(k, n_orb, p))


def cubic_cell_levels(n_orb):
    """Zone-centre levels of the periodic eight-atom cube, no Bloch phases."""
    first = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    second = first + 0.25
    h = np.kron(np.eye(8), onsite(VOGL))
    for i, site in enumerate(first):
        for bond in BONDS:
            offset = second - (site + bond)
            distance = np.abs(offset - np.round(offset)).sum(axis=1)
            j = 4 + int(np.argmin(distance))
            assert distance[j - 4] < 1e-12
            block = bond_block(bond, VOGL)
            h[5*i:5*i+5, 5*j:5*j+5] += block
            h[5*j:5*j+5, 5*i:5*i+5] += block.T
    keep = [5 * atom + orb for atom in range(8) for orb in range(n_orb)]
    return np.linalg.eigvalsh(h[np.ix_(keep, keep)])


# Derived formulas for the X levels
Es, Ep, Ex, V, W = (VOGL[name] for name in ("Es", "Ep", "Ex", "V", "W"))
root = np.sqrt(((Ep - Es) / 2) ** 2 + V ** 2)
E_plus, E_minus = (Es + Ep) / 2 + root, (Es + Ep) / 2 - root
mean = (Es + Ep + Ex) / 3
ds, dp, dx = Es - mean, Ep - mean, Ex - mean
P = (ds**2 + dp**2 + dx**2) / 2 + V**2 + W**2
D = ds * dp * dx - V**2 * dx - W**2 * ds
iterates = [0.0]
for _ in range(30):
    iterates.append((iterates[-1] ** 3 - D) / P)
E_star = mean + iterates[-1]
lowering = E_plus - E_star

# Bloch diagonalization and real-space cell
x_without, x_with = levels(X, 4), levels(X, 5)
assert abs(x_without[4] - E_plus) < 1e-9
assert abs(x_with[4] - E_star) < 1e-9
p_low, p_high = Ep - VOGL["Vxy"], Ep + VOGL["Vxy"]
for spectrum in (x_without, x_with):
    for value in (p_low, p_high):
        assert np.sum(abs(spectrum - value) < 1e-9) == 2
cube_without, cube_with = cubic_cell_levels(4), cubic_cell_levels(5)
count_without = int(np.sum(abs(cube_without - E_plus) < 1e-8))
count_with = int(np.sum(abs(cube_with - E_star) < 1e-8))
assert count_without == 6 and count_with == 6
assert abs(cube_with[15]) < 1e-9          # 16 filled levels, top at zero
assert np.allclose(cube_with[16:22], E_star, atol=1e-8)
assert abs(levels(GAMMA, 4)[3]) < 1e-9 and abs(levels(GAMMA, 5)[3]) < 1e-9
assert lowering > 3

# Repulsion: switch coupling on, remove s* upward, then put it below
ramp = [levels(X, 5, dict(VOGL, W=f * W))[4] for f in np.linspace(0, 1, 21)]
assert abs(ramp[0] - E_plus) < 1e-9 and np.all(np.diff(ramp) < 0)
far_up = levels(X, 5, dict(VOGL, Ex=1e6))[4]
assert abs(far_up - E_plus) < 1e-4        # residual is of order W^2/1e6
Ex_below = -20.0
pushed_up = levels(X, 5, dict(VOGL, Ex=Ex_below))[6]
assert pushed_up > E_plus + 0.5

# Two-level picture and p weight of the state without s*
w_plus = (E_plus - Es) / (E_plus - E_minus)
vec4 = np.linalg.eigh(bloch(X, 4))[1][:, 4:6]
w_numeric = np.sum(abs(vec4[[1, 2, 3, 5, 6, 7]]) ** 2) / 2
assert abs(w_plus - w_numeric) < 1e-9
coupling = W * np.sqrt(w_plus)
two_level = (E_plus + Ex) / 2 - np.sqrt(((Ex - E_plus) / 2)**2 + coupling**2)
second_order = E_plus - coupling**2 / (Ex - E_plus)
assert two_level < E_star < E_plus and coupling > Ex - E_plus

# With Ep fixed, no s-p strength puts the sp3 conduction level below Ep
sp3_scan = [levels(X, 4, dict(VOGL, V=v))[4] for v in np.linspace(0, 12, 49)]
assert min(sp3_scan) >= Ep - 1e-9
push_s_at_p, push_x_at_p = V**2 / (Ep - Es), W**2 / (Ex - Ep)
for trial_W in np.linspace(4.5, 6.0, 16):
    trial = levels(X, 5, dict(VOGL, W=trial_W))[4]
    assert (trial < Ep) == (trial_W**2 / (Ex - Ep) > push_s_at_p)

# Orbital weights with s*
amps = np.array([V / (E_star - Es), 1.0, W / (E_star - Ex)])
weights = amps**2 / np.sum(amps**2)
vec5 = abs(np.linalg.eigh(bloch(X, 5))[1][:, 4:6]) ** 2
numeric_weights = [vec5[[0, 5]].sum() / 2,
                   vec5[[1, 2, 3, 6, 7, 8]].sum() / 2,
                   vec5[[4, 9]].sum() / 2]
assert np.allclose(weights, numeric_weights, atol=1e-9)

# Delta valley and its masses
valley = minimize_scalar(lambda x: levels(np.array([x, 0, 0]))[4],
                         bounds=(0.5, 1.0), method="bounded",
                         options=dict(xatol=1e-9))
k_valley = np.array([valley.x, 0, 0])
line = np.linspace(0, 1, 201)
line_without = [levels(np.array([x, 0, 0]), 4)[4] for x in line]
line_with = [levels(np.array([x, 0, 0]), 5)[4] for x in line]
assert np.argmin(line_without) == 0
assert abs(line[np.argmin(line_with)] - valley.x) < 0.006
assert valley.fun < E_star
a_nm = 0.543
hbar2_over_m0 = const.hbar**2 / const.m_e / const.e * 1e18


def valley_mass(direction):
    step = 2e-3
    e = [levels(k_valley + s * step * direction)[4] for s in (-1, 0, 1)]
    curvature_fd = (e[0] - 2 * e[1] + e[2]) / step**2
    energy, vec = np.linalg.eigh(bloch(k_valley))
    state = vec[:, 4]
    h1 = bloch(k_valley, direction=direction, order=1)
    h2 = bloch(k_valley, direction=direction, order=2)
    curvature = (state.conj() @ h2 @ state).real
    for n in range(10):
        if n != 4:
            element = vec[:, n].conj() @ h1 @ state
            curvature += 2 * abs(element)**2 / (energy[4] - energy[n])
    # finite-difference truncation is second order in the step
    assert abs(curvature_fd - curvature) < 2e-3 * abs(curvature) + 1e-3
    return hbar2_over_m0 * (2 * np.pi / a_nm)**2 / curvature


mass_l = valley_mass(np.array([1.0, 0, 0]))
mass_t = valley_mass(np.array([0, 1.0, 0]))
rough_l, rough_t = 0.92, 0.19

# Spin-orbit coupling from L.S on the p orbitals
split = 0.044
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ang = np.zeros((3, 3, 3), complex)
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    ang[i, j, k], ang[i, k, j] = -1j, 1j
p_so = sum(np.kron(ang[i], pauli[i] / 2) for i in range(3)) * 2 * split / 3
atom_so = np.zeros((10, 10), complex)
atom_so[2:8, 2:8] = p_so
h_so = np.kron(np.eye(2), atom_so)
gamma_so = np.linalg.eigvalsh(np.kron(bloch(GAMMA), np.eye(2)) + h_so)
x_so = np.linalg.eigvalsh(np.kron(bloch(X), np.eye(2)) + h_so)
assert abs(gamma_so[7] - gamma_so[3] - split) < 1e-9
so_level_shift = x_so[8] - E_star
so_relative_shift = so_level_shift - gamma_so[7]
assert abs(so_relative_shift) < 0.02 * lowering

# Rough thermal gap reduction, Varshni form
alpha, beta, temperature = 5e-4, 600.0, 300.0
thermal = alpha * temperature**2 / (temperature + beta)
assert thermal < 0.05 * lowering


def show(label, value, unit="eV", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


for name, value in VOGL.items():
    show("Vogl input " + name, value)
show("p-only X level, lower", p_low)
show("p-only X level, upper", p_high)
show("X without s*, lower s-p level E-", E_minus)
show("X conduction level without s*, E+", E_plus)
show("Mean m of the three on-site energies", mean)
show("Cubic coefficient P", P, "eV^2")
show("Cubic coefficient D", D, "eV^3")
for n in (1, 2, 3):
    show(f"Iterate x{n}", iterates[n], digits=6)
show("X conduction level with s*", E_star)
show("Lowering by s*", lowering)
show("Lowering by s*", lowering * const.e * 1e19, "1e-19 J", 3)
show("Lowest 3x3 level with s*", x_with[0])
show("Highest 3x3 level with s*", x_with[-1])
print("Copies of X level in cubic cell, without/with s*:",
      count_without, count_with)
show("Upward term V^2/(E-Es)", V**2 / (E_star - Es))
show("Downward term W^2/(E-Ex)", W**2 / (E_star - Ex))
show("p weight without s*", w_plus, "(fraction)")
show("Coupling of E+ state to s*", coupling)
show("Separation Ex - E+", Ex - E_plus)
show("Two-level estimate", two_level)
show("Second-order estimate", second_order)
show("Level at half s* coupling", ramp[10])
show("Level with s* moved to -20 eV", pushed_up)
show("V^2/(Ep-Es)", push_s_at_p)
show("W^2/(Ex-Ep)", push_x_at_p)
print("Weights s, p, s* with s*:", *(f"{w:.4f}" for w in weights))
show("Delta minimum position", valley.x, "x 2pi/a")
show("Delta minimum energy with s*", valley.fun)
show("Same k, conduction level without s*", levels(k_valley, 4)[4])
show("Gamma conduction level without s*", levels(GAMMA, 4)[4])
show("Gamma conduction level with s*", levels(GAMMA, 5)[4])
show("L conduction level without s*", levels(L, 4)[4])
show("L conduction level with s*", levels(L, 5)[4])
show("Lattice constant input", a_nm, "nm", 3)
print(f"Model masses l, t: {mass_l:.3f}, {mass_t:.3f} m0")
print(f"Rough silicon masses l, t: {rough_l:.2f}, {rough_t:.2f} m0")
show("Transverse mass, model/rough value", mass_t / rough_t, "(ratio)", 1)
show("Rough spin-orbit splitting input", split, "eV", 3)
show("Spin-orbit shift of X level", so_level_shift * 1e3, "meV", 3)
show("Same, relative to valence top", so_relative_shift * 1e3, "meV", 2)
print(f"Rough Varshni inputs: {alpha:.1e} eV/K, {beta:.0f} K; "
      f"T = {temperature:.0f} K")
show("Rough thermal gap reduction", thermal, "eV", 3)
print("all tests passed")
```

Output:

```
Vogl input Es: -4.2000 eV
Vogl input Ep: 1.7150 eV
Vogl input Ex: 6.6850 eV
Vogl input Vss: -8.3000 eV
Vogl input Vxx: 1.7150 eV
Vogl input Vxy: 4.5750 eV
Vogl input V: 5.7292 eV
Vogl input W: 5.3749 eV
p-only X level, lower: -2.8600 eV
p-only X level, upper: 6.2900 eV
X without s*, lower s-p level E-: -7.6900 eV
X conduction level without s*, E+: 5.2050 eV
Mean m of the three on-site energies: 1.4000 eV
Cubic coefficient P: 91.4085 eV^2
Cubic coefficient D: -21.0147 eV^3
Iterate x1: 0.229899 eV
Iterate x2: 0.230032 eV
Iterate x3: 0.230032 eV
X conduction level with s*: 1.6300 eV
Lowering by s*: 3.5750 eV
Lowering by s*: 5.728 1e-19 J
Lowest 3x3 level with s*: -8.2737 eV
Highest 3x3 level with s*: 10.8437 eV
Copies of X level in cubic cell, without/with s*: 6 6
Upward term V^2/(E-Es): 5.6301 eV
Downward term W^2/(E-Ex): -5.7151 eV
p weight without s*: 0.7294 (fraction)
Coupling of E+ state to s*: 4.5903 eV
Separation Ex - E+: 1.4800 eV
Two-level estimate: 1.2955 eV
Second-order estimate: -9.0321 eV
Level at half s* coupling: 3.5922 eV
Level with s* moved to -20 eV: 6.0325 eV
V^2/(Ep-Es): 5.5492 eV
W^2/(Ex-Ep): 5.8128 eV
Weights s, p, s* with s*: 0.3119 0.3230 0.3651
Delta minimum position: 0.7311 x 2pi/a
Delta minimum energy with s*: 1.1713 eV
Same k, conduction level without s*: 4.6472 eV
Gamma conduction level without s*: 3.4300 eV
Gamma conduction level with s*: 3.4300 eV
L conduction level without s*: 4.0305 eV
L conduction level with s*: 2.4957 eV
Lattice constant input: 0.543 nm
Model masses l, t: 0.742, 1.622 m0
Rough silicon masses l, t: 0.92, 0.19 m0
Transverse mass, model/rough value: 8.5 (ratio)
Rough spin-orbit splitting input: 0.044 eV
Spin-orbit shift of X level: 0.001 meV
Same, relative to valence top: -14.67 meV
Rough Varshni inputs: 5.0e-04 eV/K, 600 K; T = 300 K
Rough thermal gap reduction: 0.050 eV
all tests passed
```
